# Four Band Inversions, Zero Z2 Indices, and a Nontrivial Mirror Chern Number

Suppose that narrow-gap crystals are sorted by their Z2 indices alone, and every compound with four zeros is filed as an ordinary insulator. A crystal of the SnTe type then lands in the wrong drawer. Its (001) surface is predicted to be as insulating as its interior, whereas surface bands cross the whole gap. The error lies in the inference from "an even number of inversions" to "trivial".

The belief has a sound core. One band inversion at a time-reversal-invariant momentum gives one surface Dirac cone, which time reversal protects. Two cones can mix and open a gap without breaking time reversal. Four inversions should therefore cancel in pairs. They do, if time reversal is the only symmetry that counts. A mirror plane can forbid the mixing.

## A model with four inversions

Take a rocksalt crystal with three $p$ orbitals and two spins on each atom. Lengths are in units of the cation–anion distance $d$, and wave vectors in $1/d$. On-site energies are $+m$ for cations and $-m$ for anions. Hopping along a unit vector $\hat b$ has the orbital matrix $\hat b\hat b^T$ times a strength: $t_{12}$ between nearest neighbours, $+t$ between neighbouring cations and $-t$ between neighbouring anions. Spin–orbit coupling is $\lambda\,\mathbf L\cdot\mathbf S$.

Summing over the six nearest neighbours gives the coupling between sublattices,

$$2t_{12}\,\mathrm{diag}(\cos k_x,\cos k_y,\cos k_z).$$

For the cations, the four neighbours $(\pm1,\pm1,0)$ have $\hat b_x^2=\tfrac12$ and $\hat b_x\hat b_y=\pm\tfrac12$. With the other two planes, the matrix elements are

$$h_{xx}=2t\cos k_x(\cos k_y+\cos k_z),\qquad h_{xy}=-2t\sin k_x\sin k_y,$$

and cyclic copies. The anions have the opposite sign.

At $L=\frac{\pi}{2}(1,1,1)$ every cosine vanishes, so the sublattices decouple. The cation matrix has zeros on its diagonal and $-2t$ elsewhere. Its eigenvalue is $-4t$ for the orbital along $\mathbf n=(1,1,1)/\sqrt3$ and $+2t$ for the two perpendicular orbitals.

Quantize angular momentum along $\mathbf n$ and write $\mathbf L\cdot\mathbf S=L_zS_z+\frac12(L_+S_-+L_-S_+)$. Since $L_+|0\rangle=\sqrt2|{+1}\rangle$, the states $|0\uparrow\rangle$ and $|{+1}\downarrow\rangle$ are coupled by $\lambda/\sqrt2$, and the second is shifted by $-\lambda/2$:

$$h_c=\begin{pmatrix}-4t&\lambda/\sqrt2\\ \lambda/\sqrt2&2t-\lambda/2\end{pmatrix},\qquad
h_a=\begin{pmatrix}4t&\lambda/\sqrt2\\ \lambda/\sqrt2&-2t-\lambda/2\end{pmatrix}.$$

The gap lies between the lower cation level and the upper anion level:

$$e_c=\tfrac12\Big[-2t-\tfrac{\lambda}{2}-\sqrt{(6t-\tfrac{\lambda}{2})^2+2\lambda^2}\Big],$$
$$e_a=\tfrac12\Big[2t-\tfrac{\lambda}{2}+\sqrt{(6t+\tfrac{\lambda}{2})^2+2\lambda^2}\Big].$$

Including $\pm m$, the signed gap is

$$E_L=(m+e_c)-(-m+e_a)=2(m-m_c),\qquad m_c=\frac{e_a-e_c}{2}.$$

A negative value means that the bands are inverted.

Take $t_{12}=1.5$, $t=0.25$, $\lambda=0.6$ and $m=1.0$ eV. The square roots are $\sqrt{1.2^2+0.72}=1.470$ and $\sqrt{1.8^2+0.72}=1.990$ eV. Hence $e_c=-1.135$ eV, $e_a=1.095$ eV, $m_c=1.115$ eV and $E_L=-0.230$ eV. Symmetry makes all four $L$ points invert together.

## Why the Z2 indices vanish

Place the inversion centre on a cation. Cation $p$ states are odd. An anion Bloch state at an invariant momentum $\mathbf k$ acquires the further factor $e^{-2i\mathbf k\cdot\mathbf d}$, where $\mathbf d$ joins a cation to an anion. This factor is $+1$ at $\Gamma$ and $X$, but $-1$ at $L$. Anion states are therefore odd at $\Gamma$ and $X$ and even at $L$.

Three Kramers pairs are filled at each point. All three are odd at $\Gamma$ and at each of the three $X$ points. At each $L$ the number of odd pairs is 0 before inversion and 1 after it. The total changes from

$$3+3\cdot3+4\cdot0=12\quad\text{to}\quad 3+3\cdot3+4\cdot1=16 .$$

By the parity criterion, the strong index is this total modulo 2, which is zero in both cases. Each weak index uses four momenta, two $L$ and two $X$. After inversion they hold $1+1+3+3=8$ odd pairs, again an even number. The belief is right up to this point.

## What the mirror adds

Let $M$ exchange $x$ and $y$. With its spin part, $-i\boldsymbol\sigma\cdot\boldsymbol\nu$ for unit normal $\boldsymbol\nu$, it obeys $M^2=-1$ and has eigenvalues $i\eta$, $\eta=\pm1$. On the plane $k_x=k_y$ it commutes with the Hamiltonian, so the two sectors separate. Each has its own Chern number $C_\eta$: the Berry flux of its filled bands through the plane's unit cell, divided by $2\pi$. Time reversal gives $C_-=-C_+$. The sum vanishes, but the mirror Chern number $C_M=(C_+-C_-)/2$ need not.

The plane contains $L$ and $L'=\frac{\pi}{2}(1,1,-1)$, but not the other two. For example, $M$ moves $\frac{\pi}{2}(1,-1,1)$ by $\pi(-1,1,0)$. This is not a reciprocal lattice vector, since those are $\pi$ times three integers that are all odd or all even.

Now expand about $L$, with $\mathbf q=q_3\mathbf n+q_1\mathbf e_1$ and $\mathbf e_1=(1,1,-2)/\sqrt6$. Since $\cos(\pi/2+q_i)=-q_i$ to first order, the sublattice coupling is $-2t_{12}D$, with $D=\mathrm{diag}(q_x,q_y,q_z)$. Hopping within a sublattice has no linear term. The edge states on sublattice $s=c,a$ are

$$|s,+\rangle=\cos\alpha_s|0\uparrow\rangle+\sin\alpha_s|{+1}\downarrow\rangle,\quad
|s,-\rangle=\cos\alpha_s|0\downarrow\rangle+\sin\alpha_s|{-1}\uparrow\rangle,$$

with $\tan2\alpha_c=-\sqrt2\lambda/(6t-\lambda/2)$ and $\tan2\alpha_a=\sqrt2\lambda/(6t+\lambda/2)$. Here $\alpha_c=-17.6^\circ$ and $\alpha_a=12.6^\circ$.

For $\mathbf q$ along $\mathbf n$, $D$ is $q_3/\sqrt3$ times the identity. It joins equal labels with the overlap $\cos(\alpha_a-\alpha_c)$. For $\mathbf q$ along $\mathbf e_1$, let $\mathbf e_2=(-1,1,0)/\sqrt2$ and $|{\pm1}\rangle=\mp(\mathbf e_1\pm i\mathbf e_2)/\sqrt2$. Then $\langle0|D|{\pm1}\rangle=\mp q_1/\sqrt6$, while the diagonal elements in $|0\rangle$ and $|{\pm1}\rangle$ vanish. Therefore

$$\langle c,+|D|a,-\rangle=\frac{q_1}{\sqrt6}(\cos\alpha_c\sin\alpha_a-\sin\alpha_c\cos\alpha_a)=\frac{q_1}{\sqrt6}\sin(\alpha_a-\alpha_c),$$

and $\langle c,-|D|a,+\rangle$ is its negative.

With $\boldsymbol\nu=\mathbf e_2$, the mirror acts as $M|s,+\rangle=|s,-\rangle$ and $M|s,-\rangle=-|s,+\rangle$. Its eigenstates are $(|s,+\rangle-i\eta|s,-\rangle)/\sqrt2$. Between these states the two $q_1$ elements add to $-i\eta q_1\sin(\alpha_a-\alpha_c)/\sqrt6$. Measured from midgap, each sector thus has the Hamiltonian

$$H_\eta=\begin{pmatrix}\Delta&-(v_3q_3-i\eta v_1q_1)\\-(v_3q_3+i\eta v_1q_1)&-\Delta\end{pmatrix},\qquad \Delta=\frac{E_L}{2},$$
$$v_3=\frac{2t_{12}}{\sqrt3}\cos(\alpha_a-\alpha_c),\qquad v_1=\frac{2t_{12}}{\sqrt6}\sin(\alpha_a-\alpha_c).$$

Without spin–orbit coupling both angles vanish and $v_1=0$, so this massive Dirac form, and the argument built on it, are lost.

Write $H_\eta=\mathbf g\cdot\boldsymbol\sigma$ with $\mathbf g=(-v_3q_3,-\eta v_1q_1,\Delta)$. Then $\mathbf g\cdot(\partial_3\mathbf g\times\partial_1\mathbf g)=\eta v_1v_3\Delta$. Up to a sign fixed by orientation, the lower band has the flux

$$\frac1{2\pi}\int\frac{\eta v_1v_3\Delta}{2(v_3^2q_3^2+v_1^2q_1^2+\Delta^2)^{3/2}}\,dq_3\,dq_1=\frac{\eta}{2}\,\mathrm{sgn}\,\Delta .$$

Reversing $\Delta$ changes $C_\eta$ by one unit.

Does $L'$ cancel this change or double it? Combine a half-turn $C_2$ about $z$ with time reversal. The product maps $(k,k,k_z)$ to $(k,k,-k_z)$, and so $L$ to $L'$. The half-turn reverses $\boldsymbol\nu$ and hence the mirror eigenvalue; time reversal, being antiunitary, reverses it again. The sector is preserved. The map of the plane reverses orientation, which changes the sign of the flux, and antiunitarity changes it once more. The two contributions are therefore equal, and they add.

For very large $m$ the filled states are anion orbitals independent of $\mathbf k$, so $C_\eta=0$. If the sector gap closes only at $m_c$ on the way down, inversion gives $|C_M|=2$. To check this beyond the expansion, I computed the Berry flux of the full model from overlaps of the filled states on a $60\times60$ grid. The magnitude of $C_+$ is 0 at $m=3.0$ and 1.2 eV, and 2 at 1.05 and 1.0 eV. The overall sign depends on convention. With $\boldsymbol\nu=\mathbf e_2$, the connection $i\langle u|\nabla u\rangle$ and the plane oriented from $\pi(1,1,1)$ to $\pi(1,1,-1)$, the values at 1.0 eV are $C_+=-2$, $C_-=2$ and $C_M=-2$; the half of the plane around one $L$ carries $-1$ of $C_+$.

## The surface cones

An (001) surface keeps this mirror, and both $L$ and $L'$ project onto $\bar X=(\pi/2,\pi/2)$. By bulk–boundary correspondence, each sector has two net surface branches crossing the gap, in opposite directions for opposite $\eta$. Let $p$ be the distance from $\bar X$ along $k_x=k_y$. The simplest linear description allowed by time reversal is

$$E_\eta=\pm\mu+\eta vp,$$

where $\mu$ comes from mixing of the two valleys at the surface. Branches with the same sign of $\mu$ meet at $\bar X$ as Kramers pairs. The branches $-\mu+vp$ and $\mu-vp$ meet at $p=\mu/v$; the other two meet at $p=-\mu/v$. Valley mixing moves these crossings but cannot remove them, because the meeting states have different mirror eigenvalues. There are two cones near each $\bar X$. Fourfold rotation supplies a second $\bar X$, so the surface has four.

Diagonalizing a film of 40 atomic layers, with $d=0.315$ nm, puts a crossing at $k_x=k_y=1.5065/d$. Its distance from $\bar X$ is $(1.5708-1.5065)\sqrt2/0.315=0.289$ nm$^{-1}$. The levels at $\bar X$ are $2\mu=0.185$ eV apart, so the mean slope is $0.0925/0.289=0.32$ eV nm. For comparison, $m=1.3$ eV gives an uninverted $L$ gap of 0.370 eV. With the other parameters fixed, the smallest film gap found for $k_x=k_y$ between $0.8/d$ and $\bar X$ is then 0.397 eV.

## When the protection fails

Shift the anions by $0.01d$ relative to the cations, changing bond directions but not hopping strengths. A shift along $[110]$ keeps the mirror; one along $[1\bar10]$ breaks it. In a 140-layer film the smallest gap on the line near the crossing is $1.5\times10^{-6}$ eV in the first case and 6.7 meV in the second. With the mirror kept, a 40-layer film still has a gap of 6.8 meV. That gap is a thickness effect and no sign of lost protection.

Breaking the mirror is not always enough to open a gap. $C_2$ combined with time reversal leaves every surface momentum in place and squares to $+1$. It allows a real two-band Hamiltonian, with two components to cancel by adjusting two momenta, so a crossing can survive off the mirror line. The polar shift along $[1\bar10]$ removes $C_2$ too, and the cones near this $\bar X$ open a gap. It keeps the other diagonal mirror, however, so the two cones near the second $\bar X$ remain.

Nor is keeping the mirror enough. Along $[110]$, $|C_+|$ is 2 at shifts of $0.01d$ and $0.02d$, but 0 at $0.03d$ and $0.04d$. Since this integer cannot change while the sector gap stays open, the gap must close between 0.0063 and 0.0095 nm.

## The model beside SnTe

The lattice constant of 0.63 nm and an inverted gap of a few tenths of an eV are roughly those of SnTe. The velocities are less faithful. The model has $v_3=0.47$ and $v_1=0.19$ eV nm, whereas in SnTe the velocity along $[111]$ is the smaller one. Changing to $t=0.1$ and $m=0.534$ eV makes $v_1$ slightly larger than $v_3$, and $|C_+|$ remains 2. The model omits $s$ orbitals, surface relaxation and electron correlation, so its cone positions are not predictions for a real surface. Polar shifts in bulk SnTe, which occur only at low temperature, can be of order 0.01 nm, near the model's critical range. But they point along $[111]$, whereas that range was found for $[110]$ and depends on the rough parameters used here.

Real SnTe is also strongly $p$-doped. For a rough density $p_h=2\times10^{20}$ cm$^{-3}$ in four valleys, $k_F=(3\pi^2p_h/4)^{1/3}=1.14$ nm$^{-1}$. With the mean velocity $(v_1^2v_3)^{1/3}=0.261$ eV nm, the Fermi level lies

$$\sqrt{0.115^2+(0.261\times1.14)^2}-0.115\approx0.20\ \text{eV}$$

below the valence-band edge. This linear-band estimate is crude at such a density: the model's full bands put the level about 0.16 eV below the edge. Either value shows that the bulk conducts alongside the surface. If the bands stay flat up to the surface, the cones lie well above the Fermi level; band bending at a real surface, which the model omits, can bring them much closer to it. Thermal excitation across the gap matters less: the model's gap of 0.23 eV is about nine times $k_BT$ at 300 K. Four zero Z2 indices thus exclude protection that rests on time reversal through those indices; they leave the mirror Chern number to be calculated.
